# Discretizing the BenDaniel-Duke Hamiltonian across an oxide-insulator mass step

## Three nodes and one interface

Take three grid nodes at $x=-h,\,0,\,h$. The effective mass is $m_w$ to the left of $x=0$ and $m_b=2m_w$ to the right. Suppose that the energy equals the band edge on both sides. The one-dimensional BenDaniel-Duke equation, in atomic units, is

$$-\frac12\frac{d}{dx}\left(\frac1m\frac{d\psi}{dx}\right)+V\psi=E\psi ,$$

and with $E=V$ it reduces to $(\psi'/m)'=0$. The quantity

$$f=\frac{\psi'}{m}$$

is then constant. I call $f$ the flux; the probability current is $J=\mathrm{Im}(\psi^*f)$, so a real $\psi$ has a flux but no current.

Fix $\psi(-h)=0$ and $\psi(h)=1$. The solution is a straight line on each side, and equal flux requires

$$\frac{\psi(0)-0}{h\,m_w}=\frac{1-\psi(0)}{h\,m_b}.$$

Multiplying by $h\,m_wm_b$ gives $m_b\psi(0)=m_w-m_w\psi(0)$, hence

$$\psi(0)=\frac{m_w}{m_w+m_b}=\frac13 .$$

The slope is $1/(3h)$ on the left and $2/(3h)$ on the right. It doubles because the mass doubles.

Now use the naive kinetic term, an inverse mass at the node times a second difference:

$$-\frac1{2m_0}\,\frac{\psi(h)-2\psi(0)+\psi(-h)}{h^2}=0 .$$

The factor $1/m_0$ cancels, whatever its value, and $\psi(0)=1/2$. The naive form has made the slope continuous instead of the flux. A smaller $h$ does not help, since $h$ has dropped out of both answers.

The reason is visible in the product rule,

$$-\frac12\left(\frac{\psi'}m\right)'=-\frac1{2m}\psi''-\frac12\left(\frac1m\right)'\psi' .$$

The naive form keeps the first term on the right. The second vanishes where the mass is uniform. At a step, however, $(1/m)'$ is a delta function multiplying a slope that jumps, and $\psi''$ contains a delta function too. Only the two terms together are well defined there, and dropping the second loses the interface condition.

## Two unknowns and their matrices

To see the loss of symmetry, put the interface halfway between two nodes, 1 and 2, with hard walls at nodes 0 and 3. Use units with $h=1$, $m_w=1$, $m_b=2$, and set $V=0$. The link from 0 to 1 has mass 1 and the link from 2 to 3 has mass 2. The middle link is half in each material.

On that link $\psi'=mf$. If $f$ hardly varies over the link, integration gives

$$\psi_2-\psi_1=\int m f\,dx\simeq f\int m\,dx=\frac32 f .$$

The link therefore has the mean mass $3/2$ and the inverse mass $2/3$. Two resistors in series behave in the same way: the flux is common, and the contributions to the change in $\psi$ add.

Minus half the difference of the fluxes on either side of each node gives

$$H=\frac12\begin{pmatrix}1+\frac23&-\frac23\\[2pt]-\frac23&\frac23+\frac12\end{pmatrix},
\qquad
H_{\rm naive}=\frac12\begin{pmatrix}2&-1\\[2pt]-\frac12&1\end{pmatrix}.$$

The first matrix is symmetric because one number, the inverse mass of the shared link, couples node 1 to 2 and node 2 to 1. In the naive matrix each row uses the mass at its own node.

The eigenvalues of $2H_{\rm naive}$ satisfy $(2-\lambda)(1-\lambda)-\frac12=0$, or $\lambda^2-3\lambda+\frac32=0$, so $\lambda=(3\pm\sqrt3)/2$. They are real. An unsymmetric matrix need not have complex eigenvalues, so real energies are no evidence that the discretization is sound.

## The general rule

Let the nodes be $x_i$ with uniform spacing $h$. The continuum model is fixed by the energy functional, written for real $\psi$,

$$\mathcal E[\psi]=\int\left(\frac{(\psi')^2}{2m}+V\psi^2\right)dx ,$$

made stationary at fixed $\int\psi^2dx=1$. Varying the kinetic part and integrating by parts on each side of an interface at $x_0$ gives

$$\int\frac{\psi'\,\delta\psi'}m\,dx=-\int f'\,\delta\psi\,dx+\left[f(x_0^-)-f(x_0^+)\right]\delta\psi(x_0).$$

The value $\delta\psi(x_0)$ is arbitrary, so the bracket must vanish. Continuity of $\psi$ was assumed to make the functional finite; continuity of $\psi'/m$ follows from it. This is the content of the BenDaniel-Duke model. That the model suits a given interface is a physical assumption.

For the grid, define the link mass

$$m_{i+1/2}=\frac1h\int_{x_i}^{x_{i+1}}m\,dx,\qquad f_{i+1/2}=\frac{\psi_{i+1}-\psi_i}{h\,m_{i+1/2}} .$$

Next integrate $f'=2(V-E)\psi$ over the cell from $x_i-h/2$ to $x_i+h/2$, with $V_i$ the average of $V$ over the cell:

$$f_{i+1/2}-f_{i-1/2}=2h(V_i-E)\psi_i .$$

Divide by $-2h$ and move the potential term to the left:

$$-\frac1{2h^2}\left[\frac{\psi_{i+1}-\psi_i}{m_{i+1/2}}-\frac{\psi_i-\psi_{i-1}}{m_{i-1/2}}\right]+V_i\psi_i=E\psi_i .$$

The matrix elements can be read off:

$$H_{i,i+1}=H_{i+1,i}=-\frac1{2h^2m_{i+1/2}},$$

$$H_{ii}=\frac1{2h^2}\left(\frac1{m_{i+1/2}}+\frac1{m_{i-1/2}}\right)+V_i .$$

If an interface lies on a node, both adjacent links are pure, and the half-grid inverse masses are simply $1/m_w$ and $1/m_b$. The node's potential is then the mean of the two band edges. If the interface lies mid-link, the potentials are pure and one link has the mean mass.

The procedure is:

1. Choose a box that extends well into the insulators, and a spacing $h$.
2. Average $m$ over each link, then invert.
3. Average $V$ over each cell.
4. Fill the symmetric tridiagonal matrix and find its lowest eigenpairs.
5. Repeat with a smaller $h$ and a different box, and compare the one-sided values of $\psi'/m$ at the interface.

## Why the mass is averaged, and not its inverse

Insert the true $\psi$, sampled at the nodes, into the grid equation. It leaves a residual $r_i$: $(H\psi)_i=E\psi_i+r_i$. Multiply by the grid eigenvector $\phi$, whose eigenvalue is $E_h$, and sum. Because $H$ is symmetric, $\sum\phi_i(H\psi)_i=E_h\sum\phi_i\psi_i$, so

$$E_h-E=\frac{\sum_i\phi_ir_i}{\sum_i\phi_i\psi_i}.$$

Suppose that the grid flux on one link is too large by $\varepsilon$. This flux leaves cell $i$ and enters cell $i+1$, so $r_i=-\varepsilon/(2h)$ and $r_{i+1}=+\varepsilon/(2h)$. In the denominator $\phi=\psi$ to leading order, and with $h\sum\psi_i^2=1$,

$$E_h-E\simeq\frac{\varepsilon}{2}\left(\phi_{i+1}-\phi_i\right).$$

The difference of $\phi$ must be kept here. On a link with a wrong mass it can differ from that of $\psi$ by a fixed fraction, although $\phi$ and $\psi$ themselves agree as $h\to0$.

Consider a mid-link interface. To first order in distance, $f=f_0+(x-x_0)f'_\pm$ on the two sides. Then

$$\psi_{i+1}-\psi_i=h\bar m f_0+\frac{h^2}8\left(m_bf'_+-m_wf'_-\right),\qquad \bar m=\frac{m_w+m_b}2 .$$

Division by $h\bar m$ shows that the mean-mass rule has $\varepsilon$ of order $h$. The difference $\phi_{i+1}-\phi_i$ is also of order $h$, so the energy error from this link is of order $h^2$. Regular links have $\varepsilon$ of order $h^2$; each contributes order $h^3$, and there are of order $1/h$ of them. Regular cells have residuals of order $h^2$. The total is of order $h^2$.

When the interface is on a node, the error lies in the cell integral. There $\psi$ differs from its nodal value by order $h$ over a width $h$, an error of order $h^2$. Division by $h$ makes $r_i$ of order $h$, and the weight $h$ of one node in the sum gives $h^2$ again.

If instead the two inverse masses are averaged, the flux is wrong by a fixed fraction:

$$\frac{\varepsilon}{f_0}=\bar m\cdot\frac12\left(\frac1{m_w}+\frac1{m_b}\right)-1=\frac{(m_w+m_b)^2}{4m_wm_b}-1=\frac{(m_b-m_w)^2}{4m_wm_b}.$$

For a mass ratio of 2 this is $1/8$. The grid eigenvector has the flux $f_0$ to leading order, so its change across this link is $hf_0$ divided by the mean inverse mass:

$$\phi_{i+1}-\phi_i\simeq hf_0\,\frac{2m_wm_b}{m_w+m_b}.$$

Multiplying by $\varepsilon/2$ gives the energy error per interface,

$$E_h-E\simeq h f_0^2\,\frac{(m_b-m_w)^2}{4(m_w+m_b)},$$

which is positive and falls only linearly with $h$. The matrix is still symmetric and its limit is still correct; what is lost is one order of accuracy.

## What the naive matrix conserves

Let $\psi$ evolve by $i\dot\psi=H\psi$. Then $d|\psi_i|^2/dt=2\,\mathrm{Im}[\psi_i^*(H\psi)_i]$. The diagonal element is real and drops out. The off-diagonal elements of the link form give

$$\frac{d|\psi_i|^2}{dt}=-\frac{J_{i+1/2}-J_{i-1/2}}h,\qquad J_{i+1/2}=\frac{\mathrm{Im}(\psi_i^*\psi_{i+1})}{h\,m_{i+1/2}} .$$

The sign of the second term follows from $\mathrm{Im}(\psi_i^*\psi_{i-1})=-\mathrm{Im}(\psi_{i-1}^*\psi_i)$. On summation the currents cancel in pairs, and the norm is conserved. In a stationary scattering state the left side is zero and $J$ is uniform.

For the naive matrix the same algebra, after multiplication by $m_i$, gives

$$m_i\frac{d|\psi_i|^2}{dt}=-\frac{K_{i+1/2}-K_{i-1/2}}h,\qquad K_{i+1/2}=\frac{\mathrm{Im}(\psi_i^*\psi_{i+1})}h .$$

It conserves $\sum m_i|\psi_i|^2$, not the probability. In a stationary state $K$ is uniform, so the physical current $K/m$ jumps by the factor $m_w/m_b$ on passing from channel to insulator.

This also explains the real spectrum. With $M=\mathrm{diag}(m_i)$, the matrix $M^{1/2}H_{\rm naive}M^{-1/2}$ has off-diagonal elements

$$\sqrt{m_i}\left(-\frac1{2h^2m_i}\right)\frac1{\sqrt{m_{i+1}}}=-\frac1{2h^2\sqrt{m_im_{i+1}}},$$

which are symmetric. A similarity transformation keeps the eigenvalues, so here is a symmetric matrix with all the wrong naive energies. Symmetry is necessary for conserving probability, but it does not by itself establish the right interface condition.

## A channel between two insulators

Let the channel occupy $|x|<L/2$ with $V=0$, between insulators with $V=V_0$. For a bound state set $k=\sqrt{2m_wE}$ and $\kappa=\sqrt{2m_b(V_0-E)}$. The lowest state is $A\cos kx$ inside and $Be^{-\kappa(x-L/2)}$ on the right. Continuity of $\psi$ and of $\psi'/m$ gives

$$A\cos\frac{kL}2=B,\qquad -\frac{k}{m_w}A\sin\frac{kL}2=-\frac{\kappa}{m_b}B .$$

Dividing the second by the first,

$$\frac{k}{m_w}\tan\frac{kL}2=\frac{\kappa}{m_b}.$$

For the odd state, $\sin kx$ replaces the cosine and $(k/m_w)\cot(kL/2)=-\kappa/m_b$.

In the naive form, the difference of slopes across a node is $2h\,m_i(V_i-E)\psi_i$, which vanishes with $h$. Its limit is therefore continuity of $\psi'$, and the even condition becomes $k\tan(kL/2)=\kappa$. The true condition reads $k\tan(kL/2)=\kappa m_w/m_b$. On the lowest branch the left side rises with $E$ and $\kappa$ falls, so for $m_w<m_b$ the naive level is too high.

A high barrier shows the size of the effect. Write $kL/2=\pi/2-\delta$ with small $\delta$, so that the tangent is about $1/\delta$. The true condition gives $\delta\simeq k\,m_b/(m_w\kappa)$, and hence

$$k\simeq\frac{\pi}{L+2m_b/(m_w\kappa)},\qquad k_{\rm naive}\simeq\frac{\pi}{L+2/\kappa}.$$

The state spreads as if the channel were wider, and the naive form gets this added width wrong by the mass ratio. The two forms agree for equal masses, and they approach each other as $V_0\to\infty$ at fixed masses and width. For the masses and offset of the next section, the relative discrepancy grows from 9% at $L=80$ Å to 32% at 20 Å and 49% at 8 Å. In a much narrower channel it shrinks again, because both levels approach $V_0$.

## Numbers for an ultrathin oxide

Take an indium-oxide-like channel with $L=20$ Å (2 nm) between layers like aluminium oxide. The masses $0.20$ and $0.40\,m_e$ and the band offset $2.5$ eV are rough typical values. The algebraic factor $1/2$ becomes $\hbar^2/(2m_e)=3.810$ eV Å$^2$.

With $h=0.5$ Å and the interface mid-link, the coupling across it is

$$-\frac{3.810}{(0.5)^2(0.30)}=-50.8\ \text{eV}$$

in both directions. The naive couplings are $-76.2$ eV in the channel row and $-38.1$ eV in the insulator row.

Flux matching gives $E_1=0.2452$ eV. To check it by hand, $k=\sqrt{0.20\times0.2452/3.810}=0.11345$ Å$^{-1}$ and $\kappa=\sqrt{0.40\times2.2548/3.810}=0.4865$ Å$^{-1}$. Then $\tan(kL/2)\simeq2.14$, and both sides of the matching condition are close to $1.22$ Å$^{-1}m_e^{-1}$. Slope matching gives $0.3241$ eV, which is $0.079$ eV or 32% above the true model level.

The grid results separate errors that vanish from one that does not. The levels below are in eV.

| Rule | $h=0.5$ Å | $0.25$ Å | $0.125$ Å |
|---|---:|---:|---:|
| Mean mass, mid-link | 0.24419 | 0.24492 | 0.24511 |
| Pure masses, on node | 0.24605 | 0.24539 | 0.24522 |
| Mean inverse mass, mid-link | 0.24663 | 0.24615 | 0.24572 |
| Naive, mid-link | 0.32323 | 0.32389 | 0.32406 |

On the last halving, the errors of the first two rules, relative to flux matching, fall by a factor 3.99, as second order requires. The naive error relative to slope matching falls by 4.00. Smooth second-order convergence is thus no proof that the limit is the intended one.

For the mean inverse mass the factor is 1.78. Subtracting the first row from the third isolates the effect of the changed link: about $0.0024$, $0.0012$ and $0.0006$ eV. These differences halve with $h$, as derived. The total error has not yet reached a factor 2 because it also contains the negative second-order error seen in the first row.

A variational calculation with 400 cosines, which imposes neither a grid nor a matching condition, gives $0.2454$ eV. With 800 cosines it gives $0.2453$ eV, and the excess over flux matching halves. The calculation supports flux continuity as a consequence of the energy functional. The second level from matching is $0.9958$ eV, against $0.9956$ eV on the finest grid. Reducing each insulator in the box from 30 to 20 Å shifts $E_1$ by less than $10^{-8}$ eV.

Slopes taken from three nodes on each side of the interface, at $h=0.125$ Å, give an outside-to-inside flux ratio of $0.996$ for the link rule and $0.498$ for the naive form.

## Scattering and a moving packet

For a wave incident from the channel on a single step, with $E>V_0$, write amplitudes $1$, $r$ and $t$. Let $k_1,k_2$ be the wave numbers in channel and insulator and $v_j=k_j/m_j$ the velocities. Matching gives $1+r=t$ and $v_1(1-r)=v_2t$, so

$$R=\left(\frac{v_1-v_2}{v_1+v_2}\right)^2,\qquad T=\frac{v_2}{v_1}|t|^2=\frac{4v_1v_2}{(v_1+v_2)^2},$$

and $R+T=1$. The naive form matches $k$ in place of $v$:

$$R_n=\left(\frac{k_1-k_2}{k_1+k_2}\right)^2,\qquad T_n=\frac{v_2}{v_1}\left(\frac{2k_1}{k_1+k_2}\right)^2=\frac{m_w}{m_b}(1-R_n).$$

The last equality uses $v_2/v_1=(m_w/m_b)(k_2/k_1)$.

At $E=3.0$ eV, $k_1/k_2=\sqrt{0.20\times3.0/(0.40\times0.5)}=\sqrt3$, and $v_1/v_2=2\sqrt3$. The grid gives $R=0.305$ and $T=0.695$ with the link rule. The naive form gives $0.072$ and $0.464$, which sum to $0.536$: nearly half of the incident current is unaccounted for.

A packet launched from the middle of the channel shows the same fault in time. Its wave number is $0.40$ Å$^{-1}$ and the standard deviation of its density is $3.0$ Å. After 1 fs on the $0.5$ Å grid, the link form has norm $1.000$ and the naive form $0.628$, while the naive mass-weighted norm is unchanged. Probability has been removed because the weighted rule counts each unit in the insulator twice as heavily as in the channel.

## What the model leaves out

A 2 nm film is in the range of ultrathin indium-oxide transistor channels, but a real film is neither perfectly flat nor abruptly bounded, and its band is not strictly parabolic. The following shifts of $E_1$ are model estimates, each made with the other settings held at their original values.

- A channel 2 Å thinner raises it by $0.040$ eV.
- An insulator mass of $0.30\,m_e$ raises it by $0.017$ eV.
- An offset of $2.0$ eV lowers it by $0.015$ eV.
- A two-band channel mass, $m_w(1+E/E_g)$ with a rough gap $E_g=2.9$ eV, lowers it by $0.009$ eV. The same correction lowers $E_2$ by $0.14$ eV, so the parabolic second level is much less reliable.
- A self-consistent single-gate field at $10^{13}$ electrons/cm$^2$ lowers it by $0.019$ eV, measured from the mid-channel band edge. All layers were given relative permittivity 9.

For the changes chosen here, thickness gives the largest shift of $E_1$. The list does not vary the channel mass, which is also a rough value: raising it from $0.20$ to $0.25\,m_e$ lowers $E_1$ by $0.027$ eV, about two thirds of the thickness shift, and raising it to $0.30\,m_e$ lowers $E_1$ by $0.048$ eV, more than the thickness shift. The mesh shift from $0.25$ to $0.125$ Å is about $0.0002$ eV, so further refinement would not make the prediction for a real film more certain. The naive error of $0.079$ eV exceeds each listed shift of $E_1$.

Motion in the film plane, with $K$ now denoting the in-plane wave vector, adds $K^2/(2m(x))$, which also steps at the interface. Relative to the channel dispersion, first-order theory gives

$$\Delta E\simeq-P_b\frac{K^2}2\left(\frac1{m_w}-\frac1{m_b}\right),$$

where $P_b=0.027$ is the probability in the insulators. With spin degeneracy two, the zero-temperature Fermi wave vector obeys $K^2=2\pi n=0.00628$ Å$^{-2}$, and the shift is $-0.0016$ eV. It is small here because little of the state lies in the insulator.

At 300 K the Fermi level is $0.12$ eV above $E_1$, several times the thermal energy of $0.026$ eV, so the electrons are degenerate. The next subband is $0.74$ eV above the first in the gated model and is nearly empty.

The gate field is $2.0$ MV/cm, about 0.29 of a rough breakdown field of 7 MV/cm. For a 50 Å gate insulator, a WKB estimate of direct tunnelling gives an exponent of 41 and a leakage of order $10^{-9}$ A/cm$^2$: $4\times10^{-10}$ with a bare attempt frequency, and about $2\times10^{-9}$ when matching at the interfaces and in-plane motion are included. The figure depends exponentially on the rough barrier parameters. An insulator mass of $0.30\,m_e$ raises it to about $4\times10^{-7}$, an offset of $2.0$ eV to about $10^{-6}$, and both together to about $10^{-4}$ A/cm$^2$. Even the largest value means an escape rate of only about $10^2$ s$^{-1}$ per electron, so treating the level as bound is reasonable, but the current itself is not predicted. Leakage through defects, disorder in the amorphous film, a graded interface and polaron effects are not included, and the estimate sets no limit on them.

The remaining digits and settings are in the numerical output below.

## Computed values

```
Channel width L: 20.0 angstrom
Channel mass (rough): 0.20 m_e
Insulator mass (rough): 0.40 m_e
Band offset (rough): 2.50 eV
Insulator in box, each side: 30.0 angstrom
hbar^2/(2 m_e): 3.80998 eV angstrom^2
h=0.5 angstrom, link rule, in->out, out->in: -50.800, -50.800 eV
h=0.5 angstrom, naive, in->out, out->in: -76.200, -38.100 eV
E1 from psi'/m matching: 0.24517 eV
E1 from psi' matching: 0.32411 eV
Naive error in E1: 0.07895 eV
Naive relative error in E1: 32.2 %
E1 from 400 cosines: 0.24537 eV
E2 from psi'/m matching: 0.99575 eV
E2 on grid, h=0.125 angstrom: 0.99557 eV
E1 mean mass, step mid-link, h=0.5,0.25,0.125 angstrom: 0.244187, 0.244921, 0.245106 eV
  error ratio on last halving (own limit): 3.99
E1 pure masses, step on node, h=0.5,0.25,0.125 angstrom: 0.246052, 0.245390, 0.245223 eV
  error ratio on last halving (own limit): 3.99
E1 mean inverse mass, mid-link, h=0.5,0.25,0.125 angstrom: 0.246634, 0.246146, 0.245718 eV
  error ratio on last halving (own limit): 1.78
E1 naive, mid-link, h=0.5,0.25,0.125 angstrom: 0.323234, 0.323894, 0.324059 eV
  error ratio on last halving (own limit): 4.00
Mesh shift 0.25 to 0.125 angstrom: 1.85e-04 eV
Box shift, insulator 30 to 20 angstrom: 8.03e-10 eV
Slope out/in, link rule and naive: 1.9926, 0.9964
Flux out/in, link rule and naive: 0.9963, 0.4982
Scattering energy: 3.00 eV
Link rule R, T, R+T: 0.3048, 0.6952, 1.0000
Naive R, T, R+T: 0.0718, 0.4641, 0.5359
Current out/in, link rule and naive: 1.0000, 0.5000
Packet k, sigma, time: 0.40 1/angstrom, 3.0 angstrom, 1.0 fs
Packet norm, link rule and naive: 1.0000, 0.6278
Naive mass-weighted norm, final/initial: 1.0000
Probability in insulator: 0.0266
Sheet density: 1.0e+13 1/cm^2
Relative permittivity (rough): 9.0
Gate field: 2.01 MV/cm
Gate field / rough breakdown field of 7 MV/cm: 0.2872
Gate-field shift of E1 from mid-channel edge: -0.0187 eV
E2-E1 with gate field: 0.7363 eV
Channel gap for two-band mass (rough): 2.9 eV
Nonparabolic shift of E1: -0.0093 eV
Nonparabolic shift of E2: -0.1406 eV
Shift of E1, channel 2 angstrom thinner: 0.0400 eV
Shift of E1, insulator mass 0.30 m_e: 0.0172 eV
Shift of E1, offset 2.0 eV: -0.0150 eV
In-plane coupling shift at Fermi wave vector: -0.00161 eV
Thermal energy at 300 K: 0.0259 eV
Fermi level above E1 at 300 K: 0.1194 eV
WKB exponent, 50 angstrom gate insulator: 41.0
Order-of-magnitude gate leakage: 4e-10 A/cm^2
```
